Coverage jump and square-root edge motion of an adlayer below Tc

**Result**

Below its critical temperature Tc, an adlayer with attractive interactions cannot pass smoothly from dense to dilute coverage, because coverages in between separate into two phases. In the mean-field model used here, this appears as a negative diffusion coefficient over part of that range. The profile contracts into a narrow edge, a few rows wide unless the temperature is close to Tc. On its two sides the coverage approaches the values θ_d and θ_g at which dense and dilute phases coexist. These values depend on temperature but not on time, so the jump persists. The edge moves only as fast as diffusion brings or removes atoms, and diffusion between fixed coverages on a wide surface gives

s(t) = λ √(D0 t).

Here s is the edge displacement, D0 the diffusion coefficient at zero coverage and λ a number independent of time. Phase coexistence causes the jump; diffusion without an imposed length causes the square root. Neither guarantees an advance: λ can be positive, zero or negative.

The setting is a straight edge, with initial coverage θ_L > θ_d for x < 0 and bare surface for x > 0. Both regions are wide, atoms do not desorb, and attachment at the edge is fast. The law holds once the diffusion length √(D0 t) is much larger than the edge width and the displacement of a moving edge spans many rows.

**From hops to a diffusion coefficient**

Take a square lattice with row spacing a and mean coverage θ_i in row i. Each site has two neighbours in its own row and one in each adjacent row. Let the attraction per neighbour be (w/4)kT. In mean field the site energy, in units of kT, is

u_i = −(w/4)(2θ_i + θ_{i−1} + θ_{i+1}).

Let the saddle between rows i and i+1 have energy V0/kT − (w+g)(θ_i+θ_{i+1})/2. At uniform coverage the barrier is saddle minus site energy, V0/kT − gθ. Thus g > 0 means that hops become easier in a dense layer. With attempt rate ν and bare hop rate Γ0 = ν exp(−V0/kT), the net number of hops per site and time from row i to row i+1 is

j = Γ0 e^{(w+g)(θ_i+θ_{i+1})/2} [θ_i(1−θ_{i+1})e^{u_i} − θ_{i+1}(1−θ_i)e^{u_{i+1}}].

The factors 1−θ require an empty target site. Define the chemical potential in units of kT by μ_i = ln[θ_i/(1−θ_i)] + u_i. Taking (1−θ_i)(1−θ_{i+1}) out of the bracket gives

j = Γ0 e^{(w+g)(θ_i+θ_{i+1})/2} (1−θ_i)(1−θ_{i+1}) (e^{μ_i} − e^{μ_{i+1}}).

Equal chemical potentials therefore give zero net flux, as detailed balance requires.

For a slowly varying profile, e^{μ_i} − e^{μ_{i+1}} ≈ −a e^μ ∂μ/∂x and u ≈ −wθ. The coverage flux is J = aj, because ∂θ/∂t = −∂J/∂x. With D0 = Γ0a²,

J = −D0 e^{(w+g)θ} (1−θ)² [θ/(1−θ)] e^{−wθ} ∂μ/∂x
 = −D0 θ(1−θ) e^{gθ} ∂μ/∂x.

Since μ = ln[θ/(1−θ)] − wθ, its derivative is dμ/dθ = 1/[θ(1−θ)] − w. Hence J = −D(θ) ∂θ/∂x with

D(θ) = D0 [1 − wθ(1−θ)] e^{gθ}.

The bracket is smallest at θ = 1/2, where it equals 1 − w/4. It first reaches zero at w = 4, which defines Tc in this model. For a fixed bond energy w varies as 1/T, so w = 4Tc/T.

**Why the edge does not smear out**

For T < Tc, D vanishes at the spinodal coverages

θ = ½[1 ± √(1−4/w)]

and is negative between them. Atoms there move towards higher coverage, so a smooth slope steepens.

The steepening stops because a site also feels the adjacent rows. Expanding 2θ_i + θ_{i−1} + θ_{i+1} ≈ 4θ + a²θ_xx gives

μ = μ_0(θ) − (w/4)a²θ_xx, μ_0(θ) = ln[θ/(1−θ)] − wθ.

For a ripple of wavenumber k, θ_xx contributes −k² times its amplitude. The growth rate about coverage θ is therefore

−D0 θ(1−θ)e^{gθ} k² {1/[θ(1−θ)] − w + (w/4)a²k²}.

Long ripples grow between the spinodals, while the positive a²k² term damps short ones. The edge thus has a finite width set by a and w, not by the elapsed time.

**Why the two coverages are fixed**

Diffusion over a distance that grows as √t brings a flux to the edge that falls as 1/√t. The edge width stays finite, so the difference of μ across it also falls as 1/√t. In the limit, μ has one value μ* throughout the edge:

μ_0(θ) − μ* = (w/4)a²θ_xx.

Multiply by θ_x and integrate across the edge. The right side becomes (w/8)a² times the change in θ_x², which is zero because the profile is flat on the scale a on both sides. Therefore

∫ from θ_g to θ_d of [μ_0(θ) − μ*] dθ = 0.

This is the equal-area rule. Its solution is unique: the integrand vanishes at both limits, so the derivative of the area with respect to μ* is −(θ_d−θ_g), which is not zero.

The function μ_0(θ) + w/2 is odd about θ = 1/2. The rule is therefore met by μ* = −w/2 and θ_d,g = (1±m)/2, where m is the jump. Setting μ_0(θ_d) = −w/2 gives

ln[(1+m)/(1−m)] = wm/2.

The left side is 2 artanh m, so

m = tanh(wm/4).

The expansion in θ_xx is approximate for an edge only a few rows wide. It also misses a weak pinning of the edge by the rows, which strengthens on cooling; with the energies of the example below, it shifts the side coverages by about 0.001 at 600 K. The row equations, which do not use it, are integrated below.

**Why the displacement follows √t**

Outside the edge, ∂θ/∂t = ∂(D ∂θ/∂x)/∂x. Let θ depend on η = x/√(D0t). Then ∂θ/∂t = −(η/2t)θ', and each x derivative contributes 1/√(D0t). Multiplication by t gives

−(η/2)θ' = [(D/D0)θ']'.

Time has dropped out. The conditions θ → θ_L far to the left, θ → 0 far to the right, and θ = θ_d and θ_g at the edge contain no length or time either. The edge can therefore sit at a constant η = λ, which is the square-root law.

The number λ follows from counting atoms. When the edge advances by ds, dilute surface becomes dense. The atoms needed, measured as coverage times length, are (θ_d−θ_g)ds, so

(θ_d−θ_g) ds/dt = J_d − J_g.

J_d is the flux arriving through the dense layer, and J_g the flux leaving over the dilute side. Write F = −(D/D0)θ', so that J = F√(D0/t). With ds/dt = (λ/2)√(D0/t), the common factor cancels:

(θ_d−θ_g) λ/2 = F_d − F_g.

**When the edge advances, rests or retreats**

Suppose first that D/D0 is constant on each side, equal to d_d and d_g. Then −(η/2)θ' = dθ'' gives θ' ∝ exp(−η²/4d). Integrating and fitting the coverages at the edge and far away gives

dense: θ = θ_L − (θ_L−θ_d)[1+erf(η/2√d_d)]/[1+erf(λ/2√d_d)],
dilute: θ = θ_g erfc(η/2√d_g)/erfc(λ/2√d_g).

The derivative of erf(η/2√d) is exp(−η²/4d)/√(πd). Multiplication by −d gives the fluxes at the edge:

F_d = (θ_L−θ_d)√(d_d/π) exp(−λ²/4d_d)/[1+erf(λ/2√d_d)],
F_g = θ_g√(d_g/π) exp(−λ²/4d_g)/erfc(λ/2√d_g).

F_d contains h(u) = exp(−u²)/(1+erf u), whose logarithmic derivative is −2u − 2h/√π. This is negative for u ≥ 0. For u = −v < 0 it is negative if erfc v < exp(−v²)/(v√π). That inequality holds because inserting y/v > 1 into the integral of exp(−y²) from v to infinity increases it. Thus F_d falls with λ, and F_g, which contains h(−u), rises. The difference F_d − F_g − (θ_d−θ_g)λ/2 falls from +∞ to −∞ and has one root. The root is positive if the difference is positive at λ = 0:

(θ_L−θ_d)√d_d > θ_g√d_g.

The dense layer advances if its surplus above θ_d arrives faster than the dilute phase carries atoms away. An initial layer just above θ_d has almost no surplus, so its edge retreats while a dilute phase spreads ahead of it.

For a full layer, θ_L = 1, the coverage-dependent D has a useful symmetry. Exchange atoms with empty sites, reflect x, and reverse g at fixed D0 and w:

D(1−θ; −g) = D0[1−wθ(1−θ)]e^{−g(1−θ)} = e^{−g} D(θ; g).

The mirrored process is the original one with its clock slowed by e^{−g}, so

λ(−g) = −e^{−g/2} λ(g).

At g = 0 the solution has λ = 0: the edge rests although atoms still leave the dense phase and enter the dilute one. For g > 0, D at coverage 1−φ in the dense phase is e^{g(1−2φ)} times D at the mirrored coverage φ < 1/2 in the dilute phase. Both phases span the same coverage difference, so at a resting edge more atoms would arrive than leave. In this model a full layer therefore advances if hops are easier in the dense phase, and by the mirror relation it retreats if they are harder.

**Worked example**

The round parameters are Tc = 1100 K, T = 900 K, a = 0.27 nm, ν = 10¹³ s⁻¹, a barrier of 0.80 eV on the bare surface and 0.65 eV in the full layer. With kT = 0.07756 eV,

w = 4 × 1100/900 = 4.889, g = 0.15/0.07756 = 1.934,
D0 = 10¹³ s⁻¹ × (2.7×10⁻⁸ cm)² × exp(−0.80/0.07756) = 2.4×10⁻⁷ cm²/s.

The equation for m gives m = 0.683, θ_d = 0.842 and θ_g = 0.158. The spinodals are 0.287 and 0.713. D/D0 is 0.473 at θ_g, −0.584 at half coverage, 1.77 at θ_d and 6.92 in the full layer.

The similarity equation was solved numerically for the full layer. For each trial λ the edge flux was adjusted until the profile reached its far coverage; λ was then adjusted to satisfy the atom balance. This gives F_d = 0.1508 and F_g = 0.0837, so

λ = 2(0.1508 − 0.0837)/0.683 = 0.196.

More than half of the arriving atoms pass on into the dilute phase. After 100 s, √(D0t) = 49.14 μm and

s = 0.1964 × 49.14 μm = 9.7 μm.

After 1 s and 10 s the displacements are 0.97 μm and 3.1 μm.

The row equations were also integrated directly from 2800 full rows facing 1100 empty ones, with closed ends. This calculation contains no prescribed binodal, sharp edge or square-root law. Time is in units of 1/Γ0, the edge is the interpolated point θ = 1/2, and the drops are taken between points six rows on either side of it.

t = 2500: edge 9.76 rows, coverage drop 0.708, μ drop 0.074 kT
t = 10000: edge 19.57 rows, coverage drop 0.696, μ drop 0.036 kT
t = 40000: edge 39.20 rows, coverage drop 0.689, μ drop 0.018 kT

Each fourfold increase in time doubles the displacement and halves the μ drop. The last two positions give λ = (39.20−19.57)/(200−100) = 0.196, as in the similarity problem. The coverage drop exceeds m by 0.025, 0.013 and 0.006. This excess also halves, because the flux through the twelve rows, and with it the departure of μ from μ*, falls as 1/√t. Removing the 1/√t part from the last two profiles leaves side coverages of 0.841 and 0.159, within 0.001 of the binodal.

**Two comparisons that separate the causes**

Raise the temperature to 1400 K, above Tc, with the energies in eV unchanged. The half-coverage point still moves as √t, with a fitted exponent of 0.500. The drop over the same twelve rows, however, is 0.137, 0.070 and 0.035 at the same three numbers of bare hop times. It halves each time because the whole profile stretches as √t. A square-root displacement is therefore no evidence for a phase transition; within this model, a drop that tends to a non-zero value over a fixed short distance is what separates the two cases. On a real surface even such a drop is not proof. Atoms that run over a filled layer and are trapped on the bare sites at its edge can also produce a sharp edge moving as √t, without any attraction within the layer.

Now return to 900 K and lower the initial coverage to 0.86, still above θ_d. The similarity problem gives λ = −0.147, and the row equations give −0.148. The jump remains, but the edge retreats. For these parameters it rests at θ_L = 0.924. The constant-D criterion, with D taken at the binodal coverages, estimates this as

0.842 + 0.158 × √(0.473/1.77) = 0.92.

The agreement applies to this case. In the full layer D varies about fourfold between θ_d and 1, so one constant is a poorer description.

If θ_L lies between the binodals, the initial layer is itself not stable, and a single-edge solution cannot be relied on. Between the spinodals the layer separates spontaneously; between the upper spinodal and θ_d a single edge can retreat into the layer for a time, but the layer can separate by nucleation, and near the spinodal the edge itself may not stay straight. If θ_L is below θ_g, the dilute phase spreads without a jump.

**How far a real adlayer may differ**

The temperature, spacing and energies are round values chosen for illustration, and the barrier reduction is a choice that makes the full layer advance. It requires neighbours to lower the saddle more than the site. If they do not lower the saddle at all, g = −w, and the same full layer retreats with λ = −0.10. A real surface need not be a square lattice, and its diffusion can depend on direction. The displacements above are model results and should not be used as predictions for a particular metal.

The largest error estimated here comes from mean field, which neglects correlations between atoms. For the square lattice with nearest-neighbour attraction, the exact jump is

m = [1 − sinh⁻⁴(2K)]^{1/8}, 2K = ln(1+√2) Tc/T.

At the same T/Tc it is 0.947 instead of 0.683. The surplus of a full layer above θ_d falls from 0.158 to 0.026. Inserting this binodal while keeping the mean-field D(θ) gives λ = 0.046 and a displacement of 2.3 μm after 100 s, about a quarter of the first result. This mixed estimate shows the sensitivity; it is not a corrected prediction, since correlations also change D.

Desorption is next. For an assumed energy of 3.0 eV at every coverage and the same attempt rate, the residence time is exp(3.0 eV/kT)/ν = 6300 s. In 100 s, 1.6% of the atoms leave. That is small relative to the full layer, but about a tenth of the mean-field surplus of 0.158 and more than half of the surplus of 0.026. Desorption can therefore alter the edge motion well before the layer is visibly depleted: adding this loss to the row equations lowers the displacement after 100 s by about 14%. The effect is larger if 3.0 eV applies only to the full layer. The model binds an isolated atom less strongly by wkT = 0.38 eV, so such an atom stays for only about 47 s, and the displacement falls by more than half.

Other estimates are smaller:

- **Substrate steps.** One extra barrier ΔE per terrace of width L multiplies D by 1/[1+(a/L)(e^{ΔE/kT}−1)], since hop resistances add in series. For L = 50 nm and ΔE = 0.10 eV the factor is 0.986.
- **Attachment.** An extra 0.20 eV for one hop at the edge has the resistance of about a e^{0.20 eV/kT} = 3.6 nm of ordinary surface. This is small beside micrometres of diffusion. A much larger barrier would keep the edge coverages away from the binodal and delay the square-root regime.
- **Thermal roughness.** For a periodic edge of length L and line tension γ, summing the thermal modes gives a mean-square width k_BT L/(12γ), where k_BT is the thermal energy. With the exact square-lattice line tension used in place of the stiffness, an edge 100 μm long has an rms width of 78 nm. This is the equilibrium width. An edge that starts straight is smoother after 100 s, because its longest modes take far longer to develop, so averaging along the edge then blurs the jump by less than this amount.

**What to measure**

Plot the coverage against x/√t. Outside the edge, profiles from different times should coincide, while the coverages on its two sides stay fixed. Use differences of s between times, because the formation of the edge can add a constant offset.

Make the initial layer wide enough. In the example the full-layer diffusion coefficient is 6.92 D0, so √(Dt) is about 130 μm after 100 s, far more than the edge displacement. A layer about 0.5 mm wide, four times this length, is wide enough over that time. If its far side is closed, the coverage there loses less than 1% of the surplus above θ_d. If it is a stripe with two free edges, its centre loses about 15% of the surplus, but the displacement of each edge changes by less than 1%. Once a narrower layer is depleted, its width enters the problem and the square-root law can fail.

Vary the initial coverage at fixed temperature. A change from retreat to advance locates the coverage at which the two fluxes balance. Do not read the hop barrier directly from an Arrhenius plot of s²/t: this quantity is λ²D0, and λ also changes with temperature through the binodal and the ratio of mobilities.
